# Surface Green functions by decimation: doubling lead length, squaring error

## A lead that can be solved by hand

Take a half-infinite chain of sites with one orbital each, onsite energy zero and hopping $\tau=-1$ eV. Its band runs from $-2$ to $2$ eV. We want the Green function on the end site at $E=2.5$ eV, outside the band.

The obvious method builds the chain one site at a time. Let $g_N$ be the end-site Green function of a chain of $N$ sites, and put a new site in front. With $z$ the energy, the resolvent equation of the new site is $zG_{00}=1+\tau G_{10}$. The old chain responds to the new site as $G_{10}=g_N\tau G_{00}$. Hence

$$g_{N+1}=\frac{1}{z-\tau^2g_N},\qquad g_1=\frac1z .$$

In units of 1/eV this gives $g_1=0.4$, $g_2=1/2.1=0.4762$, $g_3=0.4941$ and $g_4=0.4985$. The fixed points solve $g^2-2.5g+1=0$, so they are $0.5$ and $2$, and the sequence approaches $0.5$. The errors at $N=1,2,4$ are $0.1$, $0.0238$ and $0.00147$.

Nothing is wrong with the method here. The trouble starts inside the band, where the electrodes of a conducting contact operate.

## What goes wrong inside the band

Let $z=E+i\eta$ with $\eta>0$, and write

$$z=\tau\left(\lambda+\frac1\lambda\right),\qquad|\lambda|<1 .$$

The two roots for $\lambda$ have product one. Neither lies on the unit circle, because $\lambda=e^{i\phi}$ would make $z=2\tau\cos\phi$ real. One root is therefore inside the circle. The recursion is solved by

$$g_N=\frac{\lambda}{\tau}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}} .$$

At $N=1$ this is $\lambda/[\tau(1+\lambda^2)]=1/z$, as required. For the induction step,

$$z-\tau^2g_N=\tau\,\frac{(\lambda+\lambda^{-1})(1-\lambda^{2N+2})-\lambda(1-\lambda^{2N})}{1-\lambda^{2N+2}}
=\frac{\tau}{\lambda}\,\frac{1-\lambda^{2N+4}}{1-\lambda^{2N+2}},$$

since the terms $\pm\lambda$ and $\pm\lambda^{2N+1}$ cancel in the numerator. The inverse is the formula for $g_{N+1}$. As $N\to\infty$ we obtain the surface Green function $\mathcal G=\lambda/\tau$, and the error is

$$e_N=\mathcal G-g_N=\frac{\lambda^{2N+1}(1-\lambda^2)}{\tau\,(1-\lambda^{2N+2})} .$$

The speed of convergence is set by $\kappa=-\ln|\lambda|$. Put $\lambda=e^{i\phi-\kappa}$. Then

$$z=2\tau\cos(\phi+i\kappa)=2\tau\cos\phi\cosh\kappa-2i\tau\sin\phi\sinh\kappa .$$

For small $\eta$ inside the band, the real part gives $E\approx2\tau\cos\phi$ and the imaginary part gives $\eta\approx2|\tau\sin\phi|\,\kappa$. Therefore

$$\kappa\approx\frac{\eta}{v},\qquad v=2|\tau\sin\phi|=\sqrt{4\tau^2-E^2}.$$

With $\hbar=1$, $v=|dE/d\phi|$ is the group velocity in layers per unit time. The factor $|\lambda|^{2N}=e^{-2N\eta/v}$ is the damping of a wave that runs to the far end of the chain and back, during a time $2N/v$, with its amplitude decaying as $e^{-\eta t}$. A finite chain passes for an infinite one once this echo has died.

At $E=0.5$ eV and $\eta=10^{-3}$ eV, $v=\sqrt{3.75}=1.94$ eV and $\kappa=5.16\times10^{-4}$. For large $N$ the error is $|A||\lambda|^{2N}$, with

$$A=\frac{\lambda(1-\lambda^2)}{\tau},\qquad |A|\approx\frac{2|\sin\phi|}{|\tau|}=1.94\ \text{eV}^{-1}.$$

An absolute error of $10^{-8}$ eV$^{-1}$ needs $N=\ln(1.94\times10^8)/(2\kappa)\approx1.8\times10^4$ recursion steps. Dividing $\eta$ by a thousand multiplies this by about a thousand. For a wide electrode each step is a matrix inversion, repeated at every energy.

## Removing layers instead of adding them

The recursion spends one inversion per layer although all layers are alike. If every second layer is eliminated at once, the remaining layers behind the surface are again alike, and one inversion per step serves the whole lead.

Let the lead consist of identical layers $j=0,1,2,\dots$ with an orthogonal basis, Hermitian layer block $H$, and coupling $V$ from layer $j$ to layer $j+1$, meaning $H_{j,j+1}=V$ and $H_{j+1,j}=V^\dagger$. Layers must be thick enough that only neighbours couple. $V$ need not be invertible. The first column of the resolvent obeys

$$(z-\varepsilon_s)G_0=1+\alpha G_1,\qquad (z-\varepsilon)G_j=\beta G_{j-1}+\alpha G_{j+1}\quad(j\ge1),$$

with $\varepsilon_s=\varepsilon=H$, $\alpha=V$, $\beta=V^\dagger$ at the start. Define $R=(z-\varepsilon)^{-1}$. Every odd layer gives $G_j=R(\beta G_{j-1}+\alpha G_{j+1})$. Inserted in the surface equation, this yields

$$(z-\varepsilon_s-\alpha R\beta)\,G_0=1+\alpha R\alpha\,G_2 ,$$

and inserted in the equation of an even layer $j\ge2$,

$$(z-\varepsilon-\alpha R\beta-\beta R\alpha)\,G_j=\beta R\beta\,G_{j-2}+\alpha R\alpha\,G_{j+2}.$$

These have the old form with twice the spacing. One step of Lopez Sancho decimation is therefore

$$\varepsilon_s\leftarrow\varepsilon_s+\alpha R\beta,\quad
\varepsilon\leftarrow\varepsilon+\alpha R\beta+\beta R\alpha,\quad
\alpha\leftarrow\alpha R\alpha,\quad\beta\leftarrow\beta R\beta ,$$

with old values on every right-hand side. The surface block receives one correction and the bulk block two, because the surface layer has a neighbour on one side. $\beta$ must be carried separately: for $\eta>0$, $R$ is not Hermitian and $\beta$ does not stay equal to $\alpha^\dagger$.

The inverse exists for $\eta>0$. After $n$ steps $R$ is the middle block of the resolvent of a finite Hermitian section, namely one retained layer with the $2^n-1$ eliminated layers on each side of it. Its norm is at most $1/\eta$.

## Which lead has been computed after n steps?

After $n$ steps the surface equation reads $(z-\varepsilon_s)G_{00}=1+\alpha G_{N0}$, with original layer labels and $N=2^n$. It has been assembled from the original equations of layers $0$ to $N-1$ alone. This holds at $n=0$. At the next step the equation of retained layer $N$ is added, which contains the original rows $1$ to $2N-1$, so the union is rows $0$ to $2N-1$.

A lead that stops after $N$ layers obeys the same $N$ equations with $G_{N0}=0$. Dropping the residual coupling $\alpha$ therefore gives

$$(z-\varepsilon_s)^{-1}=G^{(N)}_{00},\qquad N=2^n ,$$

the surface block of a lead with $2^n$ layers and a hard wall behind them. The represented length grows exponentially with the number of steps, not quadratically.

This was tested on a lead with three orbitals per layer, complex matrix elements and a singular $V$. The decimated result was compared with direct inversion for every length from 1 to 40 layers. The best matches for $n=0$ to $5$ were 1, 2, 4, 8, 16 and 32 layers, with a largest mismatch of $5\times10^{-15}$ eV$^{-1}$.

## Where the word quadratic belongs

For the chain, $e_N\approx A\lambda^{2N}$ once $|\lambda|^{2N}\ll1$. Doubling $N$ gives

$$e_{2N}\approx A\lambda^{4N}=\frac{e_N^2}{A}.$$

Each step squares the error, up to a constant. Outside the band at $2.5$ eV, $\lambda=-0.5$ and $A=0.375$ eV$^{-1}$, so the constant is $1/A=2.667$ eV. The errors for $N=4,8,16,32$ are $1.5\times10^{-3}$, $5.7\times10^{-6}$, $8.7\times10^{-11}$ and $2.0\times10^{-20}$ eV$^{-1}$.

Inside the band the squaring has to wait for the echo to fade. At $E=0.5$ eV and $\eta=10^{-3}$ eV, with layers 3 angstrom apart:

| $n$ | length (angstrom) | error (1/eV) |
|---|---|---|
| 10 | 3072 | 0.98 |
| 12 | 12288 | 0.029 |
| 13 | 24576 | $4.1\times10^{-4}$ |
| 14 | 49152 | $8.7\times10^{-8}$ |
| 15 | 98304 | $3.9\times10^{-15}$ |

After ten steps the error is still as large as $|\mathcal G|\approx1$ eV$^{-1}$. Five more steps bring it below $10^{-14}$ eV$^{-1}$. Fifteen inversions for the steps and a last one for the surface block replace some eighteen thousand.

For a general lead, restore the bond that was cut between layers $N-1$ and $N$. Dyson's equation for that bond gives

$$\mathcal G-G^{(N)}_{00}=G^{(N)}_{0,N-1}\,V\,G_{N0}.$$

To find $G_{N0}$, note that everything beyond layer $j$ is again a half-infinite lead with surface function $\mathcal G$. Hence $G_{j+1,0}=TG_{j0}$ with $T=\mathcal GV^\dagger$, and $G_{N0}=T^N\mathcal G$. From $(z-H-VT)\mathcal G=1$, multiplied on the right by $V^\dagger$, we get $(z-H-VT)T=V^\dagger$. An eigenvector $Tu=\lambda u$ with $\lambda\neq0$ then satisfies the Bloch equation

$$\left(z-H-\lambda V-\lambda^{-1}V^\dagger\right)u=0 .$$

Here $|\lambda|<1$, since the columns of a resolvent with $\eta>0$ are square-summable and must decay into the lead.

The other factor describes the way back. In the infinite lead the row $w_j=G_{0j}$ obeys $w_j(z-H)=w_{j-1}V+w_{j+1}V^\dagger$ for $j\ge1$. A solution $w_j=\mu^jw$ requires the Bloch determinant to vanish at $\lambda=1/\mu$, so the decaying rows belong to the growing Bloch factors. The finite lead inherits this decay, because cutting the bond gives

$$G^{(N)}_{0,N-1}=G_{0,N-1}-G_{0N}V^\dagger G^{(N)}_{N-1,N-1},$$

where the last block has norm at most $1/\eta$. The error thus falls per layer at least by the factor

$$\rho=\frac{\max|\lambda_{\rm decaying}|}{\min|\lambda_{\rm growing}|}.$$

This rate is the actual one when the slowest modes couple to the surface and the cut reflects the slowest outgoing mode into the slowest returning one. If a symmetry keeps these two modes in separate blocks, as for the two spin directions of a lead with spin-orbit coupling and conserved $S_z$, each block has its own $\rho$ and the error can fall faster than the formula for the whole lead says. For real $H$ and $V$, transposing the Bloch equation turns a root $\lambda$ into $1/\lambda$, and $\rho=|\lambda|^2_{\max}$ as in the chain. Doubling $N$ squares $\rho^N$. With several modes the prefactor may vary from step to step, so the squaring holds for the exponential factor. In the three-orbital lead, $-\ln\rho$ from the Bloch modes is $0.0568$, and the decay measured between 1024 and 2048 layers agrees to the digits shown.

## When to stop

The residual coupling is available at no extra cost, and the chain shows how it measures the error. A Bloch wave gains the factor $\lambda^N$ between retained layers, so $z-\varepsilon=\alpha_N(\lambda^N+\lambda^{-N})$. The update is then

$$\alpha_{2N}=\frac{\alpha_N^2}{z-\varepsilon}=\frac{\alpha_N\lambda^N}{1+\lambda^{2N}},
\qquad\text{solved by}\quad
\alpha_N=\frac{\tau\lambda^{N-1}(1-\lambda^2)}{1-\lambda^{2N}} .$$

This equals $\tau$ at $N=1$, and $(1-\lambda^{2N})(1+\lambda^{2N})=1-\lambda^{4N}$ confirms the step. Dividing $e_N$ by its square gives, for large $N$,

$$\frac{e_N}{\alpha_N^2}\to\frac{\lambda^3}{\tau^3(1-\lambda^2)} .$$

Its magnitude is $0.516$ eV$^{-3}$ for the in-band case above. An error of $10^{-8}$ eV$^{-1}$ is reached when $|\alpha|$ has fallen to $\sqrt{10^{-8}/0.516}\approx1.4\times10^{-4}$ eV. Demanding $|\alpha|<10^{-8}$ eV would cost a further step or so without need. Near a band edge $1-\lambda^2$ is small, the ratio grows, and the threshold should be tightened.

In a lead with complex $H$ or $V$, $\alpha$ and $\beta$ can decay at different rates: $\alpha$ follows the growing Bloch factors and $\beta$ the decaying ones. The error contains both, so the product of the norms of $\alpha$ and $\beta$ should then replace $|\alpha|^2$ in the stopping test. The product decays as $\rho^N$, so where the error falls faster than $\rho^N$ it errs on the safe side.

## Band edges and the role of the broadening

Consider first $\eta=0$. Outside the band $|\lambda|<1$ still holds and the scheme converges as before. Inside the band it cannot converge: every finite lead has a real Green function, while the limit $\eta\to0^+$ of $\mathcal G=\lambda/\tau$ has $|\mathrm{Im}\,\mathcal G|=v/(2\tau^2)=0.968$ eV$^{-1}$ at $E=0.5$ eV. The smallest error found in steps 0 to 20 was $0.973$ eV$^{-1}$. At the edge, $\lambda\to\pm1$ and $(1-\lambda^2)/(1-\lambda^{2N+2})\to1/(N+1)$, so

$$|e_N|=\frac{1}{|\tau|(N+1)} .$$

The error merely halves per step, from $0.00195$ at $n=9$ to $0.00098$ eV$^{-1}$ at $n=10$.

Now let $\eta>0$ at the upper edge, $E=2|\tau|$. Write $\lambda=\mathrm{sgn}(\tau)\,e^{-q}$. Then $\cosh q=1+i\eta/(2|\tau|)$, and expanding for small $q$ gives $q^2\approx i\eta/|\tau|$. Since $\sqrt i=(1+i)/\sqrt2$,

$$\kappa=\mathrm{Re}\,q\approx\sqrt{\frac{\eta}{2|\tau|}} .$$

This is much larger than $\eta/v$. At fixed $\eta$ the edge converges faster than the middle of the band. The number of steps to reach a small error $\delta\ll|A|$ follows from $e_N\approx A\lambda^{2N}$:

$$n=\left\lceil\log_2\frac{\ln(|A|/\delta)}{2\kappa}\right\rceil .$$

For $\delta=10^{-8}$ eV$^{-1}$ the counts found by running the scheme agree with this formula: 15 and 25 steps at $E=0.5$ eV for $\eta=10^{-3}$ and $10^{-6}$ eV, but 9 and 14 steps at the edge. These counts, like all chain errors quoted above, were obtained in 80-digit arithmetic. In double precision rounding sets a floor, which is high when $E$ lies at an eigenvalue of a short eliminated section. At $E=0$ the first step gives $z-\varepsilon=i(\eta+2\tau^2/\eta)$, in which $\eta$ is only a fraction $\eta^2/2\tau^2$ of the sum. A relative rounding error $u\approx10^{-16}$ can then leave a relative error of order $u\tau^2/\eta^2$ in $\mathcal G$. This exceeds $10^{-8}$ at $\eta=10^{-6}$ eV and is of order one at $\eta=10^{-8}$ eV, although $\alpha$ still goes to zero.

The price at the edge is paid elsewhere. The converged result belongs to $E+i\eta$, not to the limit $\eta\to0^+$. Inside the band, $d\mathcal G/dz=1/[\tau^2(1-\lambda^{-2})]$ and $|1-\lambda^{-2}|\approx2|\sin\phi|$, so the bias is $\eta/(|\tau|v)$. At the edge $\mathcal G=e^{-q}/|\tau|$, and the bias is $|q|/|\tau|=\sqrt{\eta/|\tau|}/|\tau|$. For $\eta=10^{-6}$ eV the computed values are $5.2\times10^{-7}$ and $1.0\times10^{-3}$ eV$^{-1}$.

A fair comparison fixes the bias $b$. Inside the band it requires $\eta=b|\tau|v$, hence $\kappa=b|\tau|$. At the edge it requires $\eta=b^2|\tau|^3$, hence $\kappa=b|\tau|/\sqrt2$. The decay constants then differ only by a factor $\sqrt2$, with the edge the smaller. The prefactor works the other way: $|A|\approx2|q|/|\tau|=2b$ at the edge, against $2|\sin\phi|/|\tau|$ in the band. For $\delta\ll b$ the step counts are nearly the same, and for $\delta$ comparable to $b$ the edge keeps a lead of a few steps. The difficulty at a band edge is thus the sensitivity of $\mathcal G$ to $\eta$, not the number of steps.

## Electrodes for a point contact

In a resistive memory cell, a filament one atom wide is a quantum point contact between two electrodes. As a model, take each electrode as a square-lattice strip five sites wide with hopping $-1$ eV. A chain of four sites joins the middle sites $m$ of the two end layers, through contact bonds $\tau_c=-1$ eV. All onsite energies are zero and $E=0.5$ eV.

Eliminating an electrode adds $\Sigma=\tau_c^2\mathcal G_{mm}$ to the filament's end site. A filament amplitude $\psi_M$ on the last site drives the right lead amplitude $\chi_m=\mathcal G_{mm}\tau_c\psi_M$. From $i\,d\psi_M/dt=\tau_c\chi_m+\dots$, the probability leaves at the rate $\Gamma_R|\psi_M|^2$, with $\Gamma=-2\,\mathrm{Im}\,\Sigma$. A standing wave $\varphi$ of the uncoupled left lead produces $\psi_M=G_{M1}\tau_c\varphi_m$, where $G$ is the filament's Green function including both $\Sigma$. The sum of $|\varphi_m|^2$ over lead states per unit energy is $-\mathrm{Im}\,\mathcal G_{mm}/\pi=\Gamma_L/(2\pi\tau_c^2)$. The transmitted rate per unit energy is therefore $\mathcal T/2\pi$, with

$$\mathcal T=\Gamma_L\Gamma_R|G_{M1}|^2 .$$

For non-interacting electrons with two spins, at zero temperature and small bias, the conductance is $(2e^2/h)\mathcal T$.

With $\eta=10^{-6}$ eV in the electrodes, the intact filament gives:

| $n$ | $\mathcal T$ |
|---|---|
| 8 | $1.9\times10^{-7}$ |
| 12 | 0.121 |
| 16 | 0.020 |
| 20 | 0.889 |
| 24 | 0.972 |
| 28 | 0.972 |

The approach is not monotonic. A finite electrode is a closed box with discrete levels, and $\Gamma$ is a sum of peaks of half-width $\eta$ at those levels. Their spacing near $E$ is about $\pi v/N$ for each transverse mode. The two open modes with weight on the middle site have $v=1.94$ and $1.58$ eV. At $n=16$ their level spacings are $9\times10^{-5}$ and $8\times10^{-5}$ eV, far above $\eta$, so $\Gamma$ depends on where $E$ happens to fall between levels. At $n=24$ the spacings are $4\times10^{-7}$ and $3\times10^{-7}$ eV, the peaks overlap, and the electrode acts as a continuum. A small change between two early steps would be no proof of convergence; the residual coupling is the safer signal of the truncation error, though it does not detect rounding error.

The converged transmission was tested against a direct matching of incoming, reflected and transmitted waves, which uses no surface Green function. Both give $0.9720$. Four modes are open in each electrode, but two of them have a node at the middle site and do not couple to the filament. The filament, being one site wide, passes a single combination of the other two, so $\mathcal T$ cannot exceed one. Multiplying by $2e^2/h=77.48$ microsiemens gives $75.3$ microsiemens. Weakening the middle bond to $-0.1$ eV, as a model of a nearly broken filament, lowers $\mathcal T$ to $0.0266$ and the conductance to $2.06$ microsiemens.

These conductances belong to the model. Charge self-consistency, finite bias, phonons and the relaxation of atoms around the filament are left out, so the values should not be read as predictions for a real device. The full set of values is in the numerical output below.

## Calculated quantities

```
General lead: E, eta = 0.2 0.05 eV
layers matched for n=0..5: [1, 2, 4, 8, 16, 32]
largest mismatch to direct inversion: 4.6e-15 1/eV
mismatch to Bloch-mode solution: 1.8e-15 1/eV
error decay per layer, measured: 0.05681
error decay per layer, Bloch: 0.05681
Chain: hopping -1.0 eV, spacing 3.0 angstrom
outside, E=2.5 eV, eta=0: |lambda| = 0.5000000
 n=0 N=1 length=3 angstrom error=0.1 1/eV
 n=1 N=2 length=6 angstrom error=0.02381 1/eV
 n=2 N=4 length=12 angstrom error=0.0014663 1/eV
 n=3 N=8 length=24 angstrom error=5.7221e-6 1/eV
 n=4 N=16 length=48 angstrom error=8.7311e-11 1/eV
 n=5 N=32 length=96 angstrom error=2.0329e-20 1/eV
 error/(previous error)^2 = 2.66667 eV
 error/(residual coupling)^2 = 0.16667 1/eV^3
in band, E=0.5, eta=1e-3 eV: |lambda| = 0.9994837
 n=10 N=1024 length=3072 angstrom error=0.97683 1/eV
 n=11 N=2048 length=6144 angstrom error=0.22325 1/eV
 n=12 N=4096 length=12288 angstrom error=0.028552 1/eV
 n=13 N=8192 length=24576 angstrom error=0.00040932 1/eV
 n=14 N=16384 length=49152 angstrom error=8.6642e-8 1/eV
 n=15 N=32768 length=98304 angstrom error=3.8806e-15 1/eV
 n=16 N=65536 length=196608 angstrom error=7.7843e-30 1/eV
 error/(previous error)^2 = 0.51693 eV
 error/(residual coupling)^2 = 0.51586 1/eV^3
Steps to reach error 1e-08 1/eV:
 in band E=0.5 eV eta=1e-03 eV kappa=5.1640e-04 n=15
 in band E=0.5 eV eta=1e-06 eV kappa=5.1640e-07 n=25
 edge E=2.0 eV eta=1e-03 eV kappa=2.2361e-02 n=9
 edge E=2.0 eV eta=1e-06 eV kappa=7.0711e-04 n=14
 outside E=2.5 eV eta=0e+00 eV kappa=6.9315e-01 n=4
edge, eta=0: error n=9: 0.001949 1/eV
edge, eta=0: error n=10: 0.000976 1/eV
in band, eta=0: least error n=0..20: 0.97313 1/eV
in band, eta=0: |Im G| = 0.96825 1/eV
bias at eta=1e-6 eV: in band 5.164e-07 1/eV
bias at eta=1e-6 eV: edge 9.996e-04 1/eV
Contact: E=0.5 eV, eta=1e-06 eV, width 5, filament 4 sites, open lead modes 4
 intact filament, n=8: transmission 1.854524e-07
 intact filament, n=12: transmission 1.213759e-01
 intact filament, n=16: transmission 1.987488e-02
 intact filament, n=20: transmission 8.894579e-01
 intact filament, n=24: transmission 9.720209e-01
 intact filament, n=28: transmission 9.720209e-01
conductance quantum: 77.4809 microsiemens
intact (-1.0 eV): T=0.972021, wave matching 0.972021, G=75.3131 microsiemens
weak bond (-0.1 eV): T=0.026580, wave matching 0.026580, G=2.0595 microsiemens
```
